\section*{Uphill Diffusion and Positive Entropy Production in Multicomponent Solutions, part 1}

(Sections cited here and not found follow in the second part.)

\section{From entropy production to the diffusivity matrix}

\subsection{What a scalar diffusion law gets wrong}

Suppose that each component of a crystalline solution obeys its own Fick law,
\[
J_k=-D_k\,\frac{\partial c_k}{\partial z},\qquad D_k>0 ,
\]
where $c_k$ is the concentration and $J_k$ the flux relative to the mean motion of the atoms. With three components this law has two faults.

First, the fluxes must add to zero, because they are measured relative to the mean motion. If the number of atoms per volume is fixed, the concentration gradients also add to zero. The two conditions hold together for every choice of gradients only if all the $D_k$ are equal. Three different scalar coefficients are therefore inconsistent.

Second, the scalar law makes every component move toward lower concentration. In the ternary couple calculated in the second half of these notes, the difference in the mole fraction of one component between the two halves grows from 0.019 to 0.047 before it disappears. No positive scalar coefficient gives this growth. A negative one would make small composition ripples grow in a solution that is thermodynamically stable.

A matrix of coefficients removes both faults, but an arbitrary matrix may violate the second law. The matrix has to be built from two parts: a kinetic part, which guarantees positive entropy production, and a thermodynamic part, which converts composition gradients into driving forces.

\subsection{Assumptions and the composition variables}

The solution has $n$ substitutional components with mole fractions $x_k$, $\sum_k x_k=1$. Temperature $T$ and pressure are uniform. The partial molar volumes are equal and constant, so that
\[
c_k=\frac{x_k}{V_m},\qquad \sum_{k=1}^{n}c_k=\frac1{V_m}=\text{constant}.
\]
Vacancies are in local equilibrium and too few to count in the mole fractions. Stress, chemical reactions and the energy of composition gradients are left out. All gradients lie along $z$, and the medium is isotropic or cubic.

Fluxes without a prime refer to the number-fixed frame, in which
\begin{equation}
\sum_{k=1}^{n}J_k=0,\qquad
\frac{\partial c_k}{\partial t}=-\frac{\partial J_k}{\partial z}.
\label{eq:cons}
\end{equation}
Component $n$ is eliminated. The indices $i,j$ run from $1$ to $n-1$, and $k$ runs over all components. The independent gradients form the column $q$ with $q_i=\partial x_i/\partial z$.

Let $g$ be the molar Gibbs energy. Since $g=\sum_k x_k\mu_k$,
\[
dg=\sum_k\mu_k\,dx_k+\sum_k x_k\,d\mu_k .
\]
The last sum vanishes by the Gibbs--Duhem relation at fixed temperature and pressure. Inserting $dx_n=-\sum_i dx_i$ gives
\begin{equation}
dg=\sum_i(\mu_i-\mu_n)\,dx_i,
\qquad
\tilde\mu_i\equiv\mu_i-\mu_n=\frac{\partial g}{\partial x_i}.
\label{eq:mutilde}
\end{equation}
The quantity $\tilde\mu_i$ is the free-energy cost, per mole, of replacing component $n$ by component $i$. This is the exchange that diffusion performs when the number of atoms per volume is fixed.

\subsection{Entropy production}

Let $s$ and $h$ be the entropy and enthalpy per volume. Local equilibrium at constant pressure gives
\[
T\,ds=dh-\sum_k\mu_k\,dc_k .
\]
Enthalpy is conserved, $\partial h/\partial t=-\partial J_h/\partial z$, and the $c_k$ obey (\ref{eq:cons}). Hence
\begin{align*}
T\frac{\partial s}{\partial t}
&=-\frac{\partial J_h}{\partial z}+\sum_k\mu_k\frac{\partial J_k}{\partial z}\\
&=-\frac{\partial}{\partial z}\Bigl(J_h-\sum_k\mu_kJ_k\Bigr)
-\sum_kJ_k\frac{\partial\mu_k}{\partial z},
\end{align*}
where the second line uses the product rule. Since $T$ is uniform, the first term divided by $T$ is minus the divergence of an entropy flux. It moves entropy from place to place. The remaining term is the rate $\sigma$ at which entropy is created per volume:
\[
T\sigma=-\sum_{k=1}^{n}J_k\frac{\partial\mu_k}{\partial z}.
\]
Replacing $J_n$ by $-\sum_iJ_i$ leaves independent fluxes only:
\begin{equation}
T\sigma=-\sum_iJ_i\,\frac{\partial\tilde\mu_i}{\partial z}.
\label{eq:sigma}
\end{equation}
The second law requires this sum to be non-negative. It makes no separate demand on each term, and it multiplies each flux by the gradient of a potential that depends on all the mole fractions, not by the flux's own concentration gradient alone. The sign of $J_iq_i$ is therefore not a test of the second law.

\subsection{The product of mobility and curvature}

Write $f_i=\partial\tilde\mu_i/\partial z$. Near equilibrium the fluxes are linear in these gradients,
\begin{equation}
J=-Lf,\qquad T\sigma=f^{\mathsf T}Lf .
\label{eq:onsager}
\end{equation}
Onsager reciprocity, in the absence of a magnetic field or rotation, makes $L$ symmetric. The second law requires $f^{\mathsf T}Lf\ge0$ for every $f$. We assume the strict inequality for $f\neq0$, meaning that no independent exchange of components is kinetically frozen.

The chain rule applied to $\tilde\mu_i=\partial g/\partial x_i$ gives
\begin{equation}
f_i=\sum_j\frac{\partial^2g}{\partial x_i\partial x_j}\,q_j
=\sum_jG_{ij}q_j,\qquad f=Gq .
\label{eq:hessian}
\end{equation}
The curvature $G$ is the full matrix of second derivatives with $x_n$ eliminated, including its off-diagonal elements. Substitution into (\ref{eq:onsager}) yields
\begin{equation}
\boxed{\;J=-\frac1{V_m}Dq,\qquad D=MG,\qquad M=V_mL\;}
\label{eq:D}
\end{equation}
The factor $1/V_m$ converts a mole-fraction gradient into a concentration gradient. The units agree: $L$ in mol$^2$/(J\,m\,s), times $V_m$ in m$^3$/mol, times $G$ in J/mol, gives m$^2$/s.

The entropy production follows from $f=Gq$ and $G^{\mathsf T}=G$:
\begin{equation}
T\sigma=\frac1{V_m}\,q^{\mathsf T}GMG\,q\ \ge 0 .
\label{eq:diss}
\end{equation}
Curvature enters twice, so a negative curvature cannot make the expression negative. The result holds for stable and unstable solutions alike, as long as the linear law and local equilibrium apply. In terms of the flux it reads $q^{\mathsf T}GJ\le0$. The flux descends when its product with the gradient is weighted by $G$; the unweighted products $J_iq_i$ may have either sign.

\subsection{A microscopic model for the mobility}

The argument so far leaves $L$ unspecified. A simple model starts in the frame of the crystal lattice. Let each species drift in proportion to the gradient of its own chemical potential:
\begin{equation}
J'_k=-\frac{x_kD^*_k}{V_mRT}\,\frac{\partial\mu_k}{\partial z}.
\label{eq:lattice}
\end{equation}
Here $D_k^*$ is the tracer diffusivity. The prefactor is fixed by the tracer limit: for a dilute tracer in uniform surroundings $\partial\mu_k/\partial z=(RT/x_k)\,\partial x_k/\partial z$, and (\ref{eq:lattice}) becomes $J'_k=-D^*_k\,\partial c_k/\partial z$. The model neglects the kinetic correlations between species that a shared vacancy flow produces.

The lattice fluxes need not add to zero. If the lattice moves with velocity $v$ relative to the number-fixed frame, then $J_k=J'_k+c_kv$. Summing over $k$ and using (\ref{eq:cons}) gives
\begin{equation}
v=-V_m\sum_mJ'_m,\qquad J_k=J'_k-x_k\sum_mJ'_m .
\label{eq:frame}
\end{equation}
Inert markers fixed to the lattice move with $v$, which is the Kirkendall effect.

To express the $\partial\mu_k/\partial z$ through the $f_j$, put $\mu_k=\tilde\mu_k+\mu_n$, with $\tilde\mu_n=0$, into the Gibbs--Duhem relation $\sum_kx_k\,\partial\mu_k/\partial z=0$:
\begin{equation}
\frac{\partial\mu_n}{\partial z}=-\sum_jx_jf_j,
\qquad
\frac{\partial\mu_k}{\partial z}=\sum_j(\delta_{jk}-x_j)f_j .
\label{eq:gd}
\end{equation}
Equation (\ref{eq:frame}) has the same structure, $J_i=\sum_k(\delta_{ik}-x_i)J'_k$. Combining the two with (\ref{eq:lattice}) gives
\begin{equation}
M_{ij}=\sum_{k=1}^{n}(\delta_{ik}-x_i)(\delta_{jk}-x_j)\frac{x_kD^*_k}{RT}.
\label{eq:M}
\end{equation}
This is symmetric in $i$ and $j$. For any column $a$,
\[
a^{\mathsf T}Ma=\sum_k\frac{x_kD_k^*}{RT}
\Bigl[\sum_i(\delta_{ik}-x_i)a_i\Bigr]^2\ge0 .
\]
With all $x_k$ and $D^*_k$ positive, the sum vanishes only if every bracket does. The bracket for $k=n$ then gives $\sum_ix_ia_i=0$, and the remaining ones reduce to $a_k=0$. Thus $M$ is positive definite. Correlations would alter its elements, but (\ref{eq:D}) and (\ref{eq:diss}) need only its symmetry and positivity.

The change of frame does not alter the dissipation. By (\ref{eq:frame}), $\sum_kJ_k\,\partial\mu_k/\partial z$ differs from $\sum_kJ'_k\,\partial\mu_k/\partial z$ by $(\sum_mJ'_m)\sum_kx_k\,\partial\mu_k/\partial z$, which is zero.

\subsection{The binary limit}

For $n=2$ the matrices are numbers. Equation (\ref{eq:M}) becomes
\[
M=\frac{(1-x_1)^2x_1D_1^*+x_1^2x_2D_2^*}{RT}
=\frac{x_1x_2}{RT}\,(x_2D_1^*+x_1D_2^*),
\]
and therefore
\[
D=(x_2D_1^*+x_1D_2^*)\,\Phi,\qquad \Phi=\frac{x_1x_2}{RT}\,\frac{d^2g}{dx_1^2}.
\]
This is Darken's equation with its thermodynamic factor $\Phi$. Since $M>0$, the sign of $D$ is the sign of the curvature. A binary solution with positive curvature has $J_1q_1=-Dq_1^2/V_m<0$, so uphill diffusion is impossible there under the present assumptions.

\subsection{What reciprocity demands of a measured matrix}

In general $D$ is not symmetric, since $D^{\mathsf T}=GM$ while $D=MG$. The symmetry of $L$ appears in another combination:
\begin{equation}
GD=GMG=(GMG)^{\mathsf T}=D^{\mathsf T}G .
\label{eq:recip}
\end{equation}
For a ternary solution this is one condition,
\[
G_{11}D_{12}+G_{12}D_{22}=G_{12}D_{11}+G_{22}D_{21}.
\]
Four measured diffusivities and an independently known free energy can thus be checked against each other.

The elements of $D$ also depend on which component is eliminated. Another choice replaces $q$ by $\hat q=Aq$ and $J$ by $\hat J=AJ$, with one invertible matrix $A$. Multiplying (\ref{eq:D}) by $A$ gives $\hat J=-ADA^{-1}\hat q/V_m$. The eigenvalues are unchanged, although individual elements are not.

\subsection{Eigenvalues and stability}

Because $M$ is symmetric and positive definite, it has an invertible symmetric square root. Then
\begin{equation}
M^{-1/2}DM^{1/2}=M^{1/2}GM^{1/2}\equiv S .
\label{eq:similar}
\end{equation}
The matrix $S$ is symmetric, so $D$ has real eigenvalues and a complete set of eigenvectors.

Their signs follow from $a^{\mathsf T}Sa=b^{\mathsf T}Gb$ with $b=M^{1/2}a$. This map carries a subspace on which one quadratic form is positive into a subspace of equal dimension on which the other is positive. For a symmetric matrix, the largest such dimension is the number of positive eigenvalues. Hence $S$ and $G$ have equally many positive eigenvalues, and by the same argument equally many negative ones. Numerical tests on 300 random pairs, with two to five independent components and with $G$ not restricted to be positive definite, confirm that the eigenvalues of $D$ are real and that $D$ and $G$ have equally many positive ones.

For a small disturbance $\delta x$ of a uniform solution, (\ref{eq:cons}) and (\ref{eq:D}) give, to first order,
\[
\frac{\partial\,\delta x}{\partial t}=D\,\frac{\partial^2\delta x}{\partial z^2}.
\]
A ripple of wavenumber $\kappa$ along an eigenvector with eigenvalue $d$ varies as $e^{-d\kappa^2t}$. If $G$ is positive definite, every such ripple decays.

Without reciprocity, real eigenvalues are no longer guaranteed. Take, in dimensionless form, $G$ equal to the unit matrix and
\[
M=\begin{pmatrix}1&3\\-3&1\end{pmatrix}.
\]
The dissipation $a^{\mathsf T}Ma=a_1^2+a_2^2$ is positive, yet the eigenvalues of $D$ are $1\pm3\mathrm i$. Ripples would oscillate as they decay. The second law permits this; Onsager symmetry excludes it.

\section{Uphill diffusion and its limits}

\subsection{Symbols and results carried over}

The gradients of the independent mole fractions are $q_i=\partial x_i/\partial z$, and those of $\tilde\mu_i=\mu_i-\mu_n$ are $f=Gq$, where $G$ is the Hessian of the molar Gibbs energy $g$. In the number-fixed frame
\begin{equation}
J=-\frac1{V_m}Dq,\quad D=MG,\quad
T\sigma=\frac1{V_m}q^{\mathsf T}GMGq\ge0 .
\label{eq:recap}
\end{equation}
The mobility matrix $M$ is symmetric and positive definite. The eigenvalues of $D$ are real and have the signs of those of $G$. Lattice-frame fluxes $J'_k$ are driven by $\partial\mu_k/\partial z$ with tracer diffusivities $D_k^*$, and $J_k=J'_k-x_k\sum_mJ'_m$.

\subsection{The criterion and its two causes}

Component $i$ diffuses uphill where $J_iq_i>0$. For component 1 of a ternary solution, (\ref{eq:recap}) turns this into
\begin{equation}
D_{11}q_1^2+D_{12}q_1q_2<0 .
\label{eq:uphill}
\end{equation}
If $D_{11}>0$ and $D_{12}\ne0$, the condition is met when $q_2/q_1$ has the sign opposite to $D_{12}$ and
\begin{equation}
\left|\frac{q_2}{q_1}\right|>\frac{D_{11}}{|D_{12}|}.
\label{eq:threshold}
\end{equation}
Any non-zero cross coefficient therefore permits uphill diffusion for some gradients. The coefficient is
\[
D_{12}=M_{11}G_{12}+M_{12}G_{22}.
\]
The first term says that a gradient of component 2 contributes to $f_1$, the gradient of $\tilde\mu_1$. The second says that $f_2$ also moves component 1. Behind these terms stand two physical causes: interactions between the components, and unequal mobilities. The causes do not correspond one to one to the terms, because $G_{12}=RT/x_3$ is non-zero even in an ideal solution.

The kinetic cause survives in an ideal solution. There $x_k\,\partial\mu_k/\partial z=RT\,q_k$, so $J'_k=-D_k^*q_k/V_m$. With $q_3=-q_1-q_2$,
\begin{align*}
V_mJ_1&=-D_1^*q_1+x_1(D_1^*q_1+D_2^*q_2+D_3^*q_3)\\
&=-\bigl[(1-x_1)D_1^*+x_1D_3^*\bigr]q_1-x_1(D_3^*-D_2^*)q_2 .
\end{align*}
Hence $D_{12}=x_1(D_3^*-D_2^*)$. Unequal mobilities of the other two components produce a net lattice flux, the lattice moves, and component 1 is carried along. Interactions between the components are not required.

The diffusivity matrix is now the product of a positive definite mobility and the curvature of the Gibbs energy, and its cross coefficients allow uphill diffusion through interactions between components or unequal mobilities. It remains to find how far uphill diffusion can go in a stable solution, to calculate it for a model ternary couple, and to treat unstable solutions and moving phase boundaries.
